# Adiabatic Electron-Transfer Barrier at a Metal Electrode in the Wide-Band Limit

## 1. The barrier when the level is broadened

Take a redox ion at an electrode, with reorganisation energy \(\lambda=1.0\) eV. Two uncoupled solvent parabolas give an equilibrium barrier of \(\lambda/4=0.25\) eV. If the ion's orbital is broadened by the metal to a half-width of 0.10 eV, the model below gives 0.146 eV instead. At 298 K, with equal prefactors and the thermal spread of the electrons neglected, using \(\lambda/4\) would underestimate the rate by a factor of about 57. The error grows with the width, and beyond a critical width there is no barrier at all.

**Model.** One spinless orbital, with operator \(a\), exchanges electrons with metal states \(c_k\) of energy \(\varepsilon_k\). Energies are measured from the Fermi level. The solvent is described by one classical coordinate \(q\), whose free energy is harmonic:

\[
H(q)=\lambda q^2+(\varepsilon_a-2\lambda q)\,a^\dagger a+\sum_k\varepsilon_k c_k^\dagger c_k+\sum_k\left(V_k a^\dagger c_k+V_k^* c_k^\dagger a\right). \tag{1}
\]

For \(V_k=0\) the empty orbital gives \(\lambda q^2\). The filled orbital gives

\[
\lambda q^2-2\lambda q+\varepsilon_a=\lambda(q-1)^2+\varepsilon_a-\lambda. \tag{2}
\]

The minima are equal when \(\varepsilon_a=\lambda\). The parabolas then cross at \(q=1/2\), at height \(\lambda/4\). With this choice the level energy is

\[
x(q)=\lambda(1-2q),\qquad q=\tfrac12\left(1-\frac{x}{\lambda}\right). \tag{3}
\]

Section 3 shows that the wells remain equal once the coupling is switched on.

The adiabatic assumption is that the electrons stay in their ground state at each \(q\). The resulting \(E(q)\) is a free energy with respect to the solvent and an energy with respect to the electrons. Electronic entropy is added in Section 6.

## 2. Occupation and energy of the level

For a one-electron state of energy \(\varepsilon\), the amplitudes obey \((\varepsilon-\varepsilon_k)\psi_k=V_k^*\psi_a\) and \((\varepsilon-x)\psi_a=\sum_kV_k\psi_k\). Eliminating \(\psi_k\), with the retarded prescription \(\varepsilon\to\varepsilon+i0\), gives the level's Green function

\[
G(\varepsilon)=\frac{1}{\varepsilon-x-\Sigma(\varepsilon)},\qquad
\Sigma(\varepsilon)=\sum_k\frac{|V_k|^2}{\varepsilon+i0-\varepsilon_k}. \tag{4}
\]

The imaginary part of \(\Sigma\) is \(-\Delta\), where \(\Delta=\pi\sum_k|V_k|^2\delta(\varepsilon-\varepsilon_k)\). Let \(\Delta\) be constant for \(|\varepsilon|<D\). The real part is then \((\Delta/\pi)\ln|(D+\varepsilon)/(D-\varepsilon)|\), which vanishes for \(D\gg|\varepsilon|\). In this wide-band limit \(\Sigma=-i\Delta\), and the density of states \(-\mathrm{Im}\,G/\pi\) is a Lorentzian of half-width at half-maximum \(\Delta\). Filling it up to the Fermi level gives

\[
n(x)=\int_{-\infty}^{0}\frac{d\varepsilon}{\pi}\,\frac{\Delta}{(\varepsilon-x)^2+\Delta^2}
=\frac12-\frac1\pi\arctan\frac{x}{\Delta}. \tag{5}
\]

The electronic ground-state energy \(E_{el}\) depends on \(q\) only through \(x\), which multiplies \(a^\dagger a\). The Hellmann–Feynman theorem therefore gives \(dE_{el}/dx=n(x)\). Integrating by parts, with \(n'(x)=-(\Delta/\pi)/(x^2+\Delta^2)\),

\[
E_{el}=x\,n-\int x\,n'\,dx
=x\,n(x)+\frac{\Delta}{2\pi}\ln\frac{x^2+\Delta^2}{\lambda^2}+C. \tag{6}
\]

The constant \(C\) may depend on \(\Delta\) and \(D\), but not on \(q\), so it cancels from every energy difference along one curve. The adiabatic curve is

\[
E(q)=\lambda q^2+x\,n(x)+\frac{\Delta}{2\pi}\ln\frac{x^2+\Delta^2}{\lambda^2}+C,\qquad x=\lambda(1-2q). \tag{7}
\]

## 3. Wells and critical width

By (3), \(\lambda q^2=\lambda/4-x/2+x^2/(4\lambda)\). By (5), \(x\,n=x/2-(x/\pi)\arctan(x/\Delta)\). The terms linear in \(x\) cancel. Measured from its value at \(x=0\), the curve is

\[
W(x)=\frac{x^2}{4\lambda}-\frac{x}{\pi}\arctan\frac{x}{\Delta}+\frac{\Delta}{2\pi}\ln\left(1+\frac{x^2}{\Delta^2}\right). \tag{8}
\]

This is even in \(x\), so the two wells are equal and the system is at equilibrium. Differentiating the second term of (8) produces \(-(\Delta/\pi)x/(x^2+\Delta^2)\), and the third term produces the same quantity with the opposite sign. What remains is

\[
W'(x)=\frac{x}{2\lambda}-\frac1\pi\arctan\frac{x}{\Delta}. \tag{9}
\]

Stationary points are \(x=0\) and the solutions \(\pm x^*\) of

\[
x^*=\frac{2\lambda}{\pi}\arctan\frac{x^*}{\Delta}. \tag{10}
\]

By (3) and (5) this is the statement \(q=n\): the solvent is polarised for the mean charge on the ion.

Consider \(f(x)=\arctan(x/\Delta)-\pi x/(2\lambda)\) for \(x>0\). It starts from zero with slope \(1/\Delta-\pi/(2\lambda)\), is strictly concave, and tends to \(-\infty\). It has one positive zero if the initial slope is positive, and none otherwise. The dividing width is

\[
\Delta_c=\frac{2\lambda}{\pi}. \tag{11}
\]

For \(\Delta<\Delta_c\), \(W'=-f/\pi\) is negative between 0 and \(x^*\) and positive beyond. The points \(\pm x^*\) are then minima and \(x=0\) is the barrier top. For \(\Delta\ge\Delta_c\), \(W\) rises on both sides of \(x=0\). There is a single well with a half-filled level, and no activated transfer.

## 4. The barrier and its fall with width

The barrier is \(B=W(0)-W(x^*)=-W(x^*)\). Equation (10) turns \((x^*/\pi)\arctan(x^*/\Delta)\) into \(x^{*2}/(2\lambda)\), so

\[
B=\frac{x^{*2}}{4\lambda}-\frac{\Delta}{2\pi}\ln\left(1+\frac{x^{*2}}{\Delta^2}\right). \tag{12}
\]

A parametric form avoids solving (10). Put \(\theta=\arctan(x^*/\Delta)\), with \(0<\theta<\pi/2\). Then \(x^*=2\lambda\theta/\pi\) and \(x^*=\Delta\tan\theta\). With \(1+\tan^2\theta=1/\cos^2\theta\),

\[
\Delta=\frac{2\lambda}{\pi}\theta\cot\theta,\qquad
B=\frac{\lambda}{\pi^2}\left[\theta^2+2\theta\cot\theta\,\ln\cos\theta\right]. \tag{13}
\]

The well occupations are \(1/2\mp\theta/\pi\). The derivative of \(\theta\cot\theta\) is \((\tfrac12\sin2\theta-\theta)/\sin^2\theta<0\), so \(\Delta\) falls from \(\Delta_c\) to 0 as \(\theta\) rises from 0 to \(\pi/2\). In the latter limit \(\cot\theta\,\ln\cos\theta\to0\), hence \(B\to\lambda/4\).

To follow \(B\) between these ends, differentiate \(-W(x^*;\Delta)\) with respect to \(\Delta\). The shift of \(x^*\) does not contribute, because \(W'(x^*)=0\). The explicit derivative is

\[
\frac{\partial W}{\partial\Delta}
=\frac{1}{\pi}\frac{x^2}{x^2+\Delta^2}
+\frac{1}{2\pi}\ln\left(1+\frac{x^2}{\Delta^2}\right)
-\frac{1}{\pi}\frac{x^2}{x^2+\Delta^2}. \tag{14}
\]

The first term comes from the arctangent. The other two come from the prefactor and the argument of the logarithm. Therefore

\[
\frac{dB}{d\Delta}=-\frac{1}{2\pi}\ln\left(1+\frac{x^{*2}}{\Delta^2}\right)<0,\qquad 0<\Delta<\Delta_c. \tag{15}
\]

At fixed \(\lambda\) the barrier starts from \(\lambda/4\) and falls strictly until it vanishes at \(\Delta_c\). This proves that it lies below \(\lambda/4\) for every nonzero width at which a barrier exists. The physical reason is that hybridisation lowers the energy more when the level is at the Fermi energy, as at the barrier top, than when it is a distance \(x^*\) away, as in the wells.

**Small width.** Here \(x^*\approx\lambda\), and (15) becomes \(dB/d\Delta\approx-(1/\pi)\ln(\lambda/\Delta)\). Integrating from zero width,

\[
B\approx\frac{\lambda}{4}-\frac{\Delta}{\pi}\left[\ln\frac{\lambda}{\Delta}+1\right],\qquad \Delta\ll\lambda. \tag{16}
\]

The initial slope is logarithmically infinite, so the lowering divided by \(\Delta\) grows without limit as the level narrows.

**Near the critical width.** Now \(x^*\ll\Delta\). Expanding (10) to third order gives \(1/\Delta_c=1/\Delta-x^{*2}/(3\Delta^3)\), or \(x^{*2}=3\Delta^2(1-\Delta/\Delta_c)\). The slope (15) is then \(-(3/2\pi)(1-\Delta/\Delta_c)\). Integrating back from \(\Delta_c\), where \(B=0\),

\[
B\approx\frac{3\Delta_c}{4\pi}\left(1-\frac{\Delta}{\Delta_c}\right)^2
=\frac{3\lambda}{2\pi^2}\left(1-\frac{\Delta}{\Delta_c}\right)^2. \tag{17}
\]

The barrier closes quadratically.

## 5. A worked case

Take \(\lambda=1.0\) eV, \(\Delta=0.10\) eV and \(T=298.15\) K, so that \(kT=0.0257\) eV. The critical half-width is 0.637 eV. Equation (10) gives \(x^*=0.932\) eV, with well occupations 0.034 and 0.966. The transferred charge is thus slightly less than one electron. Equation (12) gives

\[
B=\frac{0.9319^2}{4}-\frac{0.10}{2\pi}\ln\left(1+9.319^2\right)
=0.2171-0.0712=0.1459\ \text{eV}, \tag{18}
\]

or 14.1 kJ/mol, against 24.1 kJ/mol for \(\lambda/4\). The lowering of 0.104 eV changes the Boltzmann factor by \(\exp(0.1041/0.02569)\approx57\). The small-width formula (16) gives 0.145 eV, within 1% of the full result.

With \(\lambda\) held at 1.0 eV, the width acts as follows.

| \(\Delta\) (eV) | \(B\) (eV) | \(4B/\lambda\) |
|---|---|---|
| 0.01 | 0.232 | 0.93 |
| 0.05 | 0.187 | 0.75 |
| 0.10 | 0.146 | 0.58 |
| 0.20 | 0.088 | 0.35 |
| 0.40 | 0.023 | 0.09 |

The barrier is halved at \(\Delta=0.13\) eV, about a fifth of \(\Delta_c\). At 0.40 eV it is already below \(kT\), so the picture of rare activated crossings fails well before the barrier vanishes.

The wide-band result was tested against diagonalisation of the level coupled to 601 discrete metal states spanning \(\pm2000\) eV. For half-widths of 0.05, 0.10 and 0.30 eV, the barriers differed from (12) by at most \(3\times10^{-5}\) eV.

## 6. Warm electrons

At temperature \(T\) the occupation is a sum over the frequencies \(\omega_m=(2m+1)\pi kT\). On the imaginary axis the wide-band Green function is \(1/[i(\omega_m+\Delta)-x]\) for \(\omega_m>0\), and its complex conjugate for \(-\omega_m\). Hence

\[
n_T=\frac12-2kT\sum_{m=0}^{\infty}\frac{x}{(\omega_m+\Delta)^2+x^2}
=\frac12-\frac1\pi\,\mathrm{Im}\,\psi(z),\quad
z=\frac12+\frac{\Delta+ix}{2\pi kT}. \tag{19}
\]

The last step uses the series of the digamma function, \(\mathrm{Im}\,\psi(z)=-\sum_m\mathrm{Im}\,(m+z)^{-1}\). Since \(\psi\) is the derivative of \(\ln\Gamma\), integrating \(n_T\) over \(x\) replaces (8) by

\[
W_T(x)=\frac{x^2}{4\lambda}+2kT\,\mathrm{Re}\left[\ln\Gamma(z)-\ln\Gamma(z_0)\right],\qquad z_0=z(x=0). \tag{20}
\]

The argument that led to (15) now gives \(dB_T/d\Delta=-(1/\pi)[\mathrm{Re}\,\psi(z)-\psi(z_0)]\), with \(z\) taken at the well. Writing \(z=z_0+iy\), the bracket is

\[
\sum_{m=0}^{\infty}\left[\frac{1}{m+z_0}-\frac{m+z_0}{(m+z_0)^2+y^2}\right]>0 . \tag{21}
\]

The barrier therefore still falls with width. Its starting value changes, however. For \(\Delta\to0\), the identity \(|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y\) reduces (20) to \(x^2/(4\lambda)-kT\ln\cosh(x/2kT)\). For \(kT\ll\lambda\) the well lies at \(x\approx\lambda\), where \(\ln\cosh(\lambda/2kT)\approx\lambda/(2kT)-\ln2\). The barrier is then \(\lambda/4-kT\ln2=0.232\) eV. At the crossing, empty and filled orbitals are equally likely, and this entropy lowers the top. For \(\Delta=0.10\) eV the barrier is 0.143 eV, only 0.003 eV below the cold-electron value, because the half-width of the level is about four times \(kT\). With equal prefactors, as in Section 1, this raises the factor of 57 in the rate, measured against \(\lambda/4\), to about 65. A factor of 2 in this comes from the zero-width entropy term \(kT\ln2\). Measured against the warm zero-width barrier of 0.232 eV, the gain due to broadening is about 32.

## 7. Conditions on the result

**Finite band.** For a flat band between \(-D\) and \(D\), \(\Sigma(i\omega)=-is(\omega)\) with \(s=(2\Delta/\pi)\arctan(D/\omega)\). At zero temperature the sum in (19) becomes an integral with \(s\) in place of \(\Delta\). Integration over \(x\) gives

\[
W_D(x)=\frac{x^2}{4\lambda}-\frac{1}{2\pi}\int_0^\infty d\omega\,\ln\left[1+\frac{x^2}{(\omega+s(\omega))^2}\right]. \tag{22}
\]

Since \(s<\Delta\), the wells are deeper than in the wide-band limit and the barrier is higher. For \(D=5\) eV it is 0.150 eV, a change of about 3%.

**Solvent speed.** Let the level rise at a rate \(v=dx/dt\). A metal state at offset \(u=\varepsilon-x\) feeds the orbital with an amplitude proportional to

\[
A=\int_0^\infty d\tau\,e^{-(\Delta-iu)\tau+iv\tau^2/2}\approx\frac{1}{\Delta-iu}+\frac{iv}{(\Delta-iu)^3}\qquad(\hbar=1). \tag{23}
\]

To first order in \(v\), \(|A|^2\) changes by \(-4v\Delta u/(\Delta^2+u^2)^3\). Multiplying by \(\Delta/\pi\), integrating over the filled states \(u<-x\) and restoring \(\hbar\) gives the lag in occupation. Its integral over \(x\) is the energy lost in one crossing:

\[
\delta n=\frac{\hbar v\Delta^2}{\pi(x^2+\Delta^2)^2},\qquad
\int_{-\infty}^{\infty}\delta n\,dx=\frac{\hbar v}{2\Delta}. \tag{24}
\]

The expression for \(\delta n\) requires \(\hbar v\ll\Delta^2\). The integrated loss does not. Integration by parts turns it into \(-(\Delta/\pi)\int u|A|^2\,du\), which by Parseval's theorem equals \(2\Delta\int_0^\infty v\tau\,e^{-2\Delta\tau}d\tau=v/(2\Delta)\) (with \(\hbar=1\)) for an unbounded sweep at any constant speed. For a solvent mode of frequency \(\omega\), the potential \(\lambda q^2\) implies a mass \(2\lambda/\omega^2\) for the coordinate \(q\). Equipartition gives \(q\) a root-mean-square speed \(\omega\sqrt{kT/(2\lambda)}\). Since \(|dx/dq|=2\lambda\), the level moves at \(v=\omega\sqrt{2\lambda kT}\). A slow mode with \(\hbar\omega=0.01\) eV has \(\hbar v/\Delta^2=0.23\) and loses 0.011 eV per crossing at that constant speed. The mode moves faster on the slopes of the barrier, which raises the loss to about 0.014 eV when the kinetic energy at the top is \(kT/2\), and to 0.018 eV when it is \(kT\). Both are still less than \(kT\). A fast mode with \(\hbar\omega=0.06\) eV has \(\hbar v/\Delta^2=1.4\). The expansion for \(\delta n\) then fails, and the loss of 0.07 eV is well above \(kT\), so the electrons cannot be assumed to follow. Because \(\hbar v/\Delta^2\) grows as \(\Delta\) shrinks, (16) describes the adiabatic curve correctly at small width, but the rate there is no longer governed by that curve alone.

**Solvent tunnelling.** The bare solvent curvature in \(x\) is \(1/(2\lambda)\), while (9) gives \(W''(0)=1/(2\lambda)-1/(\pi\Delta)\). The barrier frequency is therefore \(\omega_b=\omega\sqrt{2\lambda/(\pi\Delta)-1}=2.3\,\omega\). A parabolic top transmits at energy \(E\), measured from the top, with probability \(1/(1+e^{-2\pi E/\hbar\omega_b})\). Averaging this over a Boltzmann distribution of energies multiplies the classical rate by \((y/2)/\sin(y/2)\), where \(y=\hbar\omega_b/kT<2\pi\). The slow mode has \(y=0.90\) and a factor of 1.035 for the ideal parabola. Transmission through the curve (8) itself gives about 1.05. Either way, tunnelling changes its rate by only a few per cent. The fast mode has \(y=5.4\), close to the divergence at \(2\pi\). That divergence belongs to the ideal parabola, whereas the curve (8) is parabolic only for \(|x|\ll\Delta\). The formula therefore gives no reliable factor for the fast mode, but it does show that a classical treatment is not justified there.

**Spin.** With two spin directions and strong repulsion on the ion, electrons of both spins can hop virtually into the empty orbital, but only one electron can hop out of the singly filled one. To second order in \(V_k\), each channel lowers the crossing relative to the well by about \(g=(\Delta/\pi)\ln(\lambda/\Delta)\), the logarithm being cut off at \(|x|\sim\Delta\). With the wells kept equal, the shifted curves near the crossing are \(\lambda/4-x/2-2g\) and \(\lambda/4+x/2-g\). They meet at \(x=-g\), at height \(\lambda/4-3g/2\), whereas the spinless model gives \(\lambda/4-g\). The extra lowering is \(g/2=0.037\) eV. This is a leading-logarithm estimate at zero temperature, not a solution of the interacting problem. It leaves out the spin entropy of the singly filled well. At 298 K, with the wells equal in free energy, the extra lowering is nearer 0.03 eV.

**A real interface.** The parameters were chosen to illustrate the effect and do not describe a particular couple or metal. The half-width depends on how close the ion is to the surface, and an ion held further away would have a smaller one. Of the corrections to the barrier height estimated here, spin is the largest: a fifth to a quarter of the calculated barrier. For an ion in water, a single slow, classical solvent mode is a further simplification, since water also has fast librations. How far these move the rate depends on their share of \(\lambda\), which this model does not supply. The comparison also holds \(\lambda\) fixed, although at a real electrode both \(\lambda\) and \(\Delta\) change with distance, and it omits the work of bringing the ion to the surface. The value 0.146 eV is therefore a property of the model, not a prediction of a measured activation energy. The numerical output lists the remaining values.

## Table of computed values

```
reorganisation energy lam          1.00 eV
level half-width                   0.10 eV
temperature                        298.15 K
thermal energy kT                  0.02569 eV
critical half-width 2 lam/pi       0.6366 eV
level energy in the wells      +/- 0.9319 eV
occupation, emptier well           0.0340
occupation, fuller well            0.9660
first barrier term x^2/(4 lam)     0.2171 eV
second barrier term (subtracted)   0.0712 eV
barrier                            0.1459 eV
barrier                            14.08 kJ/mol
lam/4                              0.2500 eV
lam/4                              24.12 kJ/mol
lowering below lam/4               0.1041 eV
Boltzmann gain over lam/4          57.5
small-width formula for barrier    0.1449 eV
barrier slope with half-width      -0.7123
half-width that halves the barrier 0.1315 eV
half-width eV | well level eV | occupation | barrier eV | barrier/(lam/4)
0.001 | 0.9994 | 0.0003 | 0.24748 | 0.9899
0.010 | 0.9936 | 0.0032 | 0.23217 | 0.9287
0.050 | 0.9671 | 0.0164 | 0.18666 | 0.7466
0.100 | 0.9319 | 0.0340 | 0.14590 | 0.5836
0.200 | 0.8535 | 0.0733 | 0.08802 | 0.3521
0.400 | 0.6479 | 0.1761 | 0.02298 | 0.0919
0.600 | 0.2629 | 0.3685 | 0.00051 | 0.0020
explicit band, worst curve error   4.8e-05 eV
explicit band, worst barrier error 3.0e-05 eV
barrier with warm electrons        0.1428 eV
warm zero-width limit, lam/4-kTln2 0.2322 eV
finite band half-width D           5.0 eV
barrier with finite band           0.1501 eV
slow solvent quantum               0.010 eV
  hbar*speed/width^2               0.227
  energy lost per crossing         0.0113 eV
fast solvent quantum               0.060 eV
  hbar*speed/width^2               1.360
  energy lost per crossing         0.0680 eV
barrier/solvent frequency ratio    2.317
barrier quantum/kT, slow           0.902
barrier quantum/kT, fast           5.410
tunnelling factor, slow            1.035
spin channel ratio, empty/filled   1.9994
extra lowering by spin, estimate   0.037 eV
```
